# The swap of two equal spins as a polynomial in S1·S2

## Problem

Two spins have the same size $s$. The swap operator $P$ exchanges their states:

$$P\,\bigl(|a\rangle\otimes|b\rangle\bigr)=|b\rangle\otimes|a\rangle ,$$

extended linearly to all states of the pair. It acts on the spin states alone, and nothing is assumed about whether the particles carrying the spins are identical. With $\hbar=1$, so that spin operators are dimensionless, let

$$X=\mathbf S_1\cdot\mathbf S_2 .$$

1. Show that $P$ can be written as a polynomial $p(X)$, and find the lowest possible degree.
2. Find this polynomial for $s=1/2$, $s=1$ and $s=3/2$.

The spins must be equal: for different sizes the two state spaces have different dimensions, and the definition of $P$ makes no sense.

## First estimate by scaling

The degree and the size of the leading coefficient can be estimated by following one demanding swap. Label product states by the projections, $|m_1,m_2\rangle$. The swap must achieve

$$|s,-s\rangle\;\longrightarrow\;|-s,s\rangle ,$$

which carries $2s$ units of projection from the first spin to the second.

To see what $X$ can do, use $S_\pm=S_x\pm iS_y$. Operators of different spins commute, so

$$S_{1+}S_{2-}+S_{1-}S_{2+}=2\,(S_{1x}S_{2x}+S_{1y}S_{2y}),$$

because the cross terms $\mp i S_{1x}S_{2y}$ and $\pm i S_{1y}S_{2x}$ cancel between the two products. Hence

$$X=S_{1z}S_{2z}+\tfrac12\,(S_{1+}S_{2-}+S_{1-}S_{2+}). \tag{1}$$

The first term moves nothing, and the second moves one unit of projection. A single factor $X$ therefore transfers at most one unit, and the swap above needs at least $2s$ factors. The degree of $p$ is at least $2s$.

Suppose that degree $2s$ is also enough, and let $c$ be the coefficient of $X^{2s}$. Lower powers cannot complete the transfer, so $c$ times the amplitude for $2s$ successive one-unit transfers must equal 1. A typical matrix element of a ladder operator is of order $s$ (those at the ends, $m=\pm s$, are only $\sqrt{2s}$), so a typical transfer has an amplitude of order $s^2$. This gives

$$c\sim\frac{1}{(s^2)^{2s}}=s^{-4s}. \tag{2}$$

The estimates are $c\sim4$ for $s=1/2$, $c\sim1$ for $s=1$, and $c\sim(2/3)^6=64/729\approx0.09$ for $s=3/2$. Numerical factors in the transfer amplitude have been ignored. The argument says nothing about the lower coefficients, nor does it prove that degree $2s$ suffices.

## Exact solution

### The swap respects the total spin

Swapping twice restores every product state, so $P^2=1$. Next, apply $P\,\mathbf S_1P$ to a product state:

$$P\,\mathbf S_1P\,|a\rangle|b\rangle=P\,\mathbf S_1|b\rangle|a\rangle=P\,(\mathbf S|b\rangle)|a\rangle=|a\rangle(\mathbf S|b\rangle)=\mathbf S_2|a\rangle|b\rangle .$$

Thus $P\,\mathbf S_1P=\mathbf S_2$. Multiplying by $P$ on both sides also gives $P\,\mathbf S_2P=\mathbf S_1$. The total spin $\mathbf J=\mathbf S_1+\mathbf S_2$ then satisfies $P\,\mathbf JP=\mathbf J$. Multiplying on the right by $P$ gives $P\,\mathbf J=\mathbf JP$, so $P$ commutes with every component of $\mathbf J$, and with $\mathbf J^2$.

### Each total spin occurs once

Let $M=m_1+m_2$, and consider $M=2s-k$ with $0\le k\le2s$. The product states in this sector are

$$m_1=s-i,\qquad m_2=s-(k-i),\qquad i=0,1,\dots,k,$$

which makes $k+1$ states. All are allowed, since neither spin is lowered by more than $2s$ units.

A multiplet of total spin $S$ contributes one state to the sector $M\ge0$ if $S\ge M$, and none otherwise. The number of multiplets with $S=M$ is therefore the number of states at $M$ minus the number at $M+1$, which is $(k+1)-k=1$. For $k=0$ this also holds, since there is no state at $M=2s+1$. So each of $S=0,1,\dots,2s$ occurs once.

Because $P$ commutes with $\mathbf J^2$ and $J_z$, it maps the state $|S,M\rangle$ to a state with the same $S$ and $M$. There is one such state up to a factor, so $P|S,S\rangle=\varepsilon_S|S,S\rangle$. Applying $J_-$ repeatedly and moving it through $P$ shows that the same number $\varepsilon_S$ belongs to all $M$ of the multiplet. From $P^2=1$ it follows that $\varepsilon_S=\pm1$.

### The sign for each total spin

The signs follow from a trace taken in two ways. Let $t_k$ be the trace of $P$ in the sector $M=2s-k$.

In the product basis, $P|m_1,m_2\rangle=|m_2,m_1\rangle$. A diagonal element is 1 if $m_1=m_2$ and 0 otherwise. Equality requires $i=k-i$, that is, $k=2i$. Therefore

$$t_k=\begin{cases}1,&k\text{ even},\\0,&k\text{ odd}.\end{cases}$$

In the basis of total spin, the same sector holds one state from each multiplet with $S=2s,2s-1,\dots,2s-k$, so

$$t_k=\varepsilon_{2s}+\varepsilon_{2s-1}+\dots+\varepsilon_{2s-k}.$$

For $k=0$ this gives $\varepsilon_{2s}=1$. For $k\ge1$, subtracting the sum for $k-1$ leaves $\varepsilon_{2s-k}=t_k-t_{k-1}$, which is $0-1=-1$ for odd $k$ and $1-0=1$ for even $k$. With $k=2s-S$,

$$\varepsilon_S=(-1)^{2s-S}. \tag{3}$$

The largest total spin is symmetric under the swap, and the symmetry alternates on the way down.

### The conditions on the polynomial

Since $\mathbf S_1$ and $\mathbf S_2$ commute, $\mathbf J^2=\mathbf S_1^2+\mathbf S_2^2+2X$. In the multiplet $S$ this reads $S(S+1)=2s(s+1)+2x_S$, where $x_S$ is the eigenvalue of $X$. Hence

$$x_S=\tfrac12S(S+1)-s(s+1). \tag{4}$$

Neighbouring eigenvalues differ by

$$x_S-x_{S-1}=\tfrac12\,[S(S+1)-(S-1)S]=S,$$

which is positive for $S\ge1$. All $2s+1$ eigenvalues are therefore distinct.

On a state of total spin $S$, the operator $p(X)$ acts as the number $p(x_S)$, and $P$ acts as $\varepsilon_S$. The multiplets together span the whole space. So $p(X)=P$ holds if and only if

$$p(x_S)=\varepsilon_S,\qquad S=0,1,\dots,2s. \tag{5}$$

These are $2s+1$ conditions at distinct points. A polynomial of degree at most $2s$ satisfying them can be built by writing

$$p(x)=d_0+d_1(x-x_0)+d_2(x-x_0)(x-x_1)+\dots \tag{6}$$

with the last term containing $2s$ factors. Setting $x=x_0$ fixes $d_0$, setting $x=x_1$ then fixes $d_1$, and so on. At each stage the new coefficient is multiplied by a nonzero number, and all later terms vanish. The solution is unique within this degree: the difference of two solutions would have $2s+1$ zeros and degree at most $2s$, so it would vanish identically.

Together with the lower bound found from the transfer argument, this shows that the lowest possible degree is $2s$. Without the limit on the degree the polynomial is not unique. Any multiple of $(x-x_0)(x-x_1)\cdots(x-x_{2s})$ can be added, because it vanishes at every eigenvalue of $X$.

### Spin 1/2

Here $s(s+1)=3/4$. Equations (4) and (3) give $x_0=-3/4$ with $\varepsilon_0=-1$, and $x_1=1/4$ with $\varepsilon_1=1$. The first condition gives $d_0=-1$. At $x_1$ we have $x_1-x_0=1$, so $-1+d_1=1$ and $d_1=2$. Then

$$p(x)=-1+2\left(x+\tfrac34\right)=2x+\tfrac12 .$$

With $\mathbf S=\boldsymbol\sigma/2$ we have $X=\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2/4$, and therefore

$$P=2X+\tfrac12=\tfrac12\,(1+\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2). \tag{7}$$

### Spin 1

Now $s(s+1)=2$. The eigenvalues are $x_0=-2$, $x_1=-1$, $x_2=1$, and the required values are $1,-1,1$.

- At $x=-2$: $d_0=1$.
- At $x=-1$: $1+d_1\cdot1=-1$, so $d_1=-2$.
- At $x=1$: $1-2\cdot3+d_2\cdot3\cdot2=1$, so $6d_2=6$ and $d_2=1$.

Consequently

$$p(x)=1-2(x+2)+(x+2)(x+1)=1-2x-4+x^2+3x+2=x^2+x-1,$$

and

$$P=(\mathbf S_1\cdot\mathbf S_2)^2+\mathbf S_1\cdot\mathbf S_2-1. \tag{8}$$

The quadratic term has a physical meaning. A Heisenberg coupling proportional to $X$ splits two spins 1 into three levels, whereas a coupling proportional to $P$ has two levels, with $S=0$ and $S=2$ degenerate. No choice of constants in $a+bX$ reproduces the swap. The closest such operator, measured by the root of the sum of squared matrix elements, is at a distance 2.24 from $P$, whose own norm in this measure is 3.

### Spin 3/2

Here $s(s+1)=15/4$. The conditions are

| $S$ | $x_S$ | $\varepsilon_S$ |
|---|---|---|
| 0 | $-15/4$ | $-1$ |
| 1 | $-11/4$ | $1$ |
| 2 | $-3/4$ | $-1$ |
| 3 | $9/4$ | $1$ |

They are imposed in turn.

- At $x=-15/4$: $d_0=-1$.
- At $x=-11/4$: $-1+d_1\cdot1=1$, so $d_1=2$.
- At $x=-3/4$, the factors $x-x_0$ and $x-x_1$ are 3 and 2: $-1+6+6d_2=-1$, so $d_2=-1$.
- At $x=9/4$, the three factors are 6, 5 and 3: $-1+12-30+90d_3=1$, so $90d_3=20$ and $d_3=2/9$.

To expand (6), first multiply out the products:

$$\left(x+\tfrac{15}4\right)\left(x+\tfrac{11}4\right)=x^2+\tfrac{13}2x+\tfrac{165}{16},$$

$$\left(x^2+\tfrac{13}2x+\tfrac{165}{16}\right)\left(x+\tfrac34\right)=x^3+\tfrac{29}4x^2+\tfrac{243}{16}x+\tfrac{495}{64}.$$

Two ninths of the second line is $\tfrac29x^3+\tfrac{29}{18}x^2+\tfrac{27}8x+\tfrac{55}{32}$. Now collect the powers of $x$:

- $x^3$: $\tfrac29$.
- $x^2$: $-1+\tfrac{29}{18}=\tfrac{11}{18}$.
- $x^1$: $2-\tfrac{13}2+\tfrac{27}8=\tfrac{16-52+27}8=-\tfrac98$.
- $x^0$: $-1+\tfrac{15}2-\tfrac{165}{16}+\tfrac{55}{32}=\tfrac{-32+240-330+55}{32}=-\tfrac{67}{32}$.

The swap of two spins 3/2 is therefore

$$P=\tfrac29X^3+\tfrac{11}{18}X^2-\tfrac98X-\tfrac{67}{32}. \tag{9}$$

### The cubic at work on a state

The sector $M=0$ of two spins 3/2 contains a state of every total spin, so it involves all four conditions. Take the basis

$$|\tfrac32,-\tfrac32\rangle,\quad|\tfrac12,-\tfrac12\rangle,\quad|-\tfrac12,\tfrac12\rangle,\quad|-\tfrac32,\tfrac32\rangle .$$

The diagonal elements of $X$ are $m_1m_2$, namely $-9/4,-1/4,-1/4,-9/4$. For the others, use

$$S_\pm|m\rangle=\sqrt{s(s+1)-m(m\pm1)}\;|m\pm1\rangle .$$

The step between $3/2$ and $1/2$ has the factor $\sqrt{15/4-3/4}=\sqrt3$, as does the step between $-3/2$ and $-1/2$. The step between $1/2$ and $-1/2$ has the factor $\sqrt{15/4+1/4}=2$. By (1), the off-diagonal elements are $\tfrac12\sqrt3\sqrt3=\tfrac32$ at the ends and $\tfrac12\cdot2\cdot2=2$ in the middle:

$$X=\begin{pmatrix}-\tfrac94&\tfrac32&0&0\\ \tfrac32&-\tfrac14&2&0\\0&2&-\tfrac14&\tfrac32\\0&0&\tfrac32&-\tfrac94\end{pmatrix}.$$

Start from the first basis state, $e_1$. The first application reads off the first column, $Xe_1=(-\tfrac94,\tfrac32,0,0)$. The components of $X^2e_1$ are

- first: $\tfrac{81}{16}+\tfrac94=\tfrac{117}{16}$,
- second: $-\tfrac{27}8-\tfrac38=-\tfrac{15}4$,
- third: $2\cdot\tfrac32=3$,
- fourth: $0$.

Those of $X^3e_1$ are

- first: $-\tfrac94\cdot\tfrac{117}{16}-\tfrac32\cdot\tfrac{15}4=-\tfrac{1413}{64}$,
- second: $\tfrac32\cdot\tfrac{117}{16}+\tfrac14\cdot\tfrac{15}4+2\cdot3=\tfrac{573}{32}$,
- third: $-2\cdot\tfrac{15}4-\tfrac14\cdot3=-\tfrac{33}4$,
- fourth: $\tfrac32\cdot3=\tfrac92$.

Combining them with the coefficients in (9) gives, component by component,

$$\begin{aligned}
\text{first:}\quad&-\tfrac{157}{32}+\tfrac{143}{32}+\tfrac{81}{32}-\tfrac{67}{32}=0,\\
\text{second:}\quad&\tfrac{191}{48}-\tfrac{110}{48}-\tfrac{81}{48}=0,\\
\text{third:}\quad&-\tfrac{11}6+\tfrac{11}6=0,\\
\text{fourth:}\quad&\tfrac29\cdot\tfrac92=1.
\end{aligned}$$

The result is $|-\tfrac32,\tfrac32\rangle$, the swapped state. The cubic term alone reaches it, and the lower powers remove the unwanted components that the cubic term leaves behind. The numerical check compares all three polynomials with the swap matrix on the full space of the pair.

## Comparison of the estimate with the exact result

The lower bound on the degree, $2s$, is attained. The leading coefficients compare as follows.

| $s$ | estimate $s^{-4s}$ | exact $c$ | exact/estimate |
|---|---|---|---|
| 1/2 | 4 | 2 | 0.5 |
| 1 | 1 | 1 | 1 |
| 3/2 | 0.09 | 2/9 ≈ 0.22 | 2.5 |

The estimate gives the right order of magnitude for these spins, but the ratio drifts upwards. The reason appears when the transfer amplitude is computed instead of estimated. In the $j$-th transfer, the first spin goes from $m=s-j+1$ to $m-1$, and the second from $-m$ to $-m+1$. Both ladder factors are the square root of

$$s(s+1)-m(m-1)=(s+m)(s-m+1)=(2s+1-j)\,j ,$$

so the amplitude is $\tfrac12j(2s+1-j)$. As $j$ runs from 1 to $2s$, each of the factors $j$ and $2s+1-j$ runs through all integers from 1 to $2s$. The product of the amplitudes is $[(2s)!]^2/2^{2s}$, and since $c$ times this product must be 1,

$$c=\frac{2^{2s}}{[(2s)!]^2}. \tag{10}$$

This gives $2$, $1$ and $8/36=2/9$, in agreement with (7), (8) and (9).

For large $s$, Stirling's formula gives $[(2s)!]^{1/(2s)}\approx2s/e$. Equation (10) then yields

$$c^{1/(2s)}\approx\frac{2e^2}{(2s)^2}=\frac{e^2}{2s^2},$$

where the estimate (2) has $1/s^2$. The scaling with $s$ per transfer is right, but a factor $e^2/2\approx3.7$ per transfer is missing. The limit is approached slowly: by (10) the missing factor is 2.4 at $s=5$ and 3.5 at $s=50$. For large $s$ the geometric mean of the amplitudes tends to $2s^2/e^2$, smaller than $s^2$ for two reasons. The factor $\tfrac12$ in (1) limits even the largest amplitude, in the middle of the chain of projections, to $\tfrac12(s+\tfrac12)^2$ for half-integer $s$ and $\tfrac12s(s+1)$ for integer $s$, about $s^2/2$ in either case, which accounts for a factor 2. The remaining factor $e^2/4\approx1.8$ arises because the ladder factors are smaller towards the ends of the chain. Raised to the power $2s$, the missing factor becomes exponentially large, so (2) should not be used for the size of $c$ itself at large $s$.

The leading term is also a poor approximation to the whole polynomial. For $s=3/2$ and $S=3$, where $x=9/4$, the four terms of (9) are

$$\tfrac{81}{32}+\tfrac{99}{32}-\tfrac{81}{32}-\tfrac{67}{32}=1 .$$

They are of similar size and largely cancel. Scaling gives a lower bound on the number of powers of $X$ and shows how the highest coefficient scales per transfer, though it gives the size of that coefficient only for small $s$. The remaining coefficients need an exact calculation. One route is the conditions (5). Another is to require $p(X)|s,-s\rangle=|-s,s\rangle$ component by component in the sector $M=0$: since $X^k$ transfers at most $k$ units, and transfers $k$ units with nonzero amplitude, these $2s+1$ equations are triangular and fix all the coefficients of the polynomial of degree $2s$.

## Values computed for the example and the checks

```
All numbers are dimensionless (hbar = 1)
s = 1/2: trace of P for M = 2s-k, k = 0..1: [1, 0]
  S = 0: x_S = -3/4, eps_S = -1
  S = 1: x_S = 1/4, eps_S = 1
  divided differences: -1, 2
  coefficients of X^0, X^1, ...: 1/2, 2
  Frobenius distance of P from best degree 0: 1.7321
s = 1: trace of P for M = 2s-k, k = 0..2: [1, 0, 1]
  S = 0: x_S = -2, eps_S = 1
  S = 1: x_S = -1, eps_S = -1
  S = 2: x_S = 1, eps_S = 1
  divided differences: 1, -2, 1
  coefficients of X^0, X^1, ...: -1, 1, 1
  Frobenius distance of P from best degree 1: 2.2361
s = 3/2: trace of P for M = 2s-k, k = 0..3: [1, 0, 1, 0]
  S = 0: x_S = -15/4, eps_S = -1
  S = 1: x_S = -11/4, eps_S = 1
  S = 2: x_S = -3/4, eps_S = -1
  S = 3: x_S = 9/4, eps_S = 1
  divided differences: -1, 2, -1, 2/9
  coefficients of X^0, X^1, ...: -67/32, -9/8, 11/18, 2/9
  Frobenius distance of P from best degree 2: 2.6458
Example s = 3/2, M = 0; basis (m1,m2) = (3/2,-3/2), (1/2,-1/2), (-1/2,1/2), (-3/2,3/2)
  row of X: (-9/4, 3/2, 0, 0)
  row of X: (3/2, -1/4, 2, 0)
  row of X: (0, 2, -1/4, 3/2)
  row of X: (0, 0, 3/2, -9/4)
  X^1 e1 = (-9/4, 3/2, 0, 0)
  X^2 e1 = (117/16, -15/4, 3, 0)
  X^3 e1 = (-1413/64, 573/32, -33/4, 9/2)
  cubic applied to e1 = (0, 0, 0, 1)
  swap applied to e1  = (0, 0, 0, 1)
```
